# Why mirrored random numbers help monotonic tallies but hurt symmetric ones

Suppose that 10,000 ion depths are sampled from a Gaussian dopant profile with a mean depth of 100 nm and a straggle (standard deviation of depth) of 30 nm. Each depth is obtained from one uniform random number through the inverse of the profile's distribution function. To reduce the noise, each uniform random number \(u\) is used twice, once as \(u\) and once as \(1-u\). The mean depth comes out with no statistical error at all. The mean squared deviation, which measures the width of the profile, gets worse: its standard error rises from 12.7 to 18.0 nm². An error bar computed as if the 10,000 values were independent would still report about 12.7 nm², so the loss would go unseen.

The same pairing has removed the noise of one tally and doubled the variance of another. The difference lies in what each tally does when \(u\) is reflected about \(1/2\).

## What a pair is worth

Let \(u\) be uniform on \((0,1)\), and let \(f(u)\) be the quantity tallied, with mean \(m\) and finite, nonzero variance \(V\). We want to estimate \(m\) from \(N\) evaluations of \(f\), with \(N\) even. If all \(N\) random numbers are independent, the average has variance \(V/N\).

In the paired scheme we draw \(N/2\) independent numbers and evaluate \(f\) at each \(u\) and at its mirror \(1-u\). Since \(1-u\) is also uniform, \(f(1-u)\) has the same mean and variance as \(f(u)\), and the estimate stays unbiased. The two values are, however, correlated. Define

\[
C=\mathrm{Cov}[f(u),f(1-u)]=E[f(u)f(1-u)]-m^2 ,
\]

where \(E\) denotes the average over the random numbers. The variance of one pair mean is

\[
\mathrm{Var}\left[\frac{f(u)+f(1-u)}{2}\right]
=\frac{V+V+2C}{4}=\frac{V+C}{2}.
\]

Different pairs are independent, so averaging \(N/2\) of them divides this by \(N/2\):

\[
\mathrm{Var}_{\rm paired}=\frac{2}{N}\,\frac{V+C}{2}=\frac{V+C}{N}.
\]

The ratio to the independent result is therefore

\[
R=\frac{\mathrm{Var}_{\rm paired}}{\mathrm{Var}_{\rm independent}}
=1+\frac{C}{V}.
\]

Pairing helps if the two members of a pair tend to err in opposite directions (\(C<0\)), and hurts if they err in the same direction (\(C>0\)).

This comparison holds the number of evaluations fixed. If instead the number of random draws were fixed at \(N/2\), the independent variance would be \(2V/N\) and the ratio would be \(R/2\). The variance of \(f(u)-f(1-u)\) is \(2V-2C\), which cannot be negative, so \(C\le V\) and \(R/2\le1\). Adding the mirror values to existing draws thus never increases the variance. What can be lost is the benefit that the same number of fresh evaluations would have brought.

## Why a monotonic tally gains

Take \(f\) non-decreasing. If \(u\) is large, \(f(u)\) is high in its range, while \(1-u\) is small and \(f(1-u)\) is low. To turn this picture into a proof, introduce a second uniform number \(v\), independent of \(u\), and consider

\[
D=[f(u)-f(v)]\,[f(1-u)-f(1-v)].
\]

Multiplying out and averaging gives

\[
\begin{aligned}
E[D]={}&E[f(u)f(1-u)]-E[f(u)f(1-v)]\\
&-E[f(v)f(1-u)]+E[f(v)f(1-v)].
\end{aligned}
\]

The first and last terms each equal \(C+m^2\). In the middle terms the two factors are independent, so each average is \(m^2\). Hence

\[
E[D]=2(C+m^2)-2m^2=2C.
\]

If \(u>v\), then \(1-u<1-v\). The first bracket of \(D\) is then at least zero and the second at most zero. If \(u<v\), the signs are exchanged. So \(D\le 0\) in every case, and \(C\le0\).

The inequality is strict unless \(f\) is constant. A non-constant, non-decreasing \(f\) has two points \(a<b\) with \(f(a)<f(b)\). Let \(\varepsilon\) be the smaller of \(a\) and \(1-b\). When \(u<\varepsilon\) and \(v>1-\varepsilon\), we have \(u<a\) and \(v>b\), so the first bracket is strictly negative. At the same time \(1-u>b\) and \(1-v<a\), so the second is strictly positive. This happens with probability \(\varepsilon^2>0\), and therefore \(C<0\) and \(R<1\). For a non-increasing tally, apply the argument to \(-f\), which has the same \(V\) and \(C\).

## Why the centred square loses

For \(f(u)=(u-1/2)^2\), the mirror gives

\[
f(1-u)=\left(\tfrac12-u\right)^2=f(u).
\]

The second evaluation repeats the first. The \(N\) evaluations contain \(N/2\) independent values, each written down twice, so the variance is \(V/(N/2)=2V/N\).

The integrals confirm this. With \(s=u-1/2\),

\[
m=\int_{-1/2}^{1/2}s^2\,ds=\frac1{12},\qquad
E[f^2]=\int_{-1/2}^{1/2}s^4\,ds=\frac1{80},
\]

\[
V=\frac1{80}-\frac1{144}=\frac{9-5}{720}=\frac1{180}.
\]

Because \(f(1-u)=f(u)\), the covariance is also \(1/180\), and \(R=1+1=2\).

## One formula for both cases

Any tally can be split into a part that is even under the mirror and a part that is odd:

\[
e(u)=\frac{f(u)+f(1-u)}2,\qquad
o(u)=\frac{f(u)-f(1-u)}2 .
\]

Then \(f(u)=e+o\) and \(f(1-u)=e-o\). The odd part has zero mean. The product \(eo\) is odd too, so it averages to zero, and the two parts are uncorrelated. With \(V_e\) and \(V_o\) for their variances,

\[
V=V_e+V_o,\qquad C=\mathrm{Cov}[e+o,\,e-o]=V_e-V_o,
\]

\[
R=1+\frac{V_e-V_o}{V_e+V_o}=\frac{2V_e}{V_e+V_o}.
\]

Pairing cancels the odd noise and doubles the variance due to the even part. It pays when \(V_o>V_e\). Since neither variance is negative, \(0\le R\le2\), so the centred square is a worst case.

The tally \(u^2\) shows both parts at work. In terms of \(s\),

\[
u^2=\left(s^2+\tfrac14\right)+s .
\]

The even part has variance \(1/180\), as found above. The odd part \(s\) has variance \(1/12=15/180\). Thus

\[
R=\frac{2\times1}{1+15}=\frac18 .
\]

Moving the centre of the square from \(1/2\) to 0 has added a large odd part, and the variance falls by a factor of eight instead of doubling.

Monotonicity guarantees a gain but is not needed for one. Let \(\phi=2\pi u\) be a random azimuth. The mirror sends \(\phi\) to \(2\pi-\phi\), which reverses \(\sin\phi\) and leaves \(\cos\phi\) unchanged. Neither function is monotonic in \(u\), yet \(R=0\) for the sine and \(R=2\) for the cosine. Mirrored azimuths would therefore treat the mean displacements along two perpendicular lateral directions in opposite ways; the extreme values 0 and 2 hold when both members of a pair have the same radial distance.

## A monotonic tally with little to gain

Counting ions beyond a chosen depth is a yes/no tally. Let \(f=1\) for \(u>1-p\) and \(f=0\) otherwise, with \(p\le1/2\). Its mean is \(p\), and since \(f^2=f\), its variance is \(V=p-p^2=p(1-p)\).

Both members of a pair score only if \(u>1-p\) and \(1-u>1-p\), that is, \(u>1-p\) and \(u<p\). For \(p\le1/2\) this is impossible, so \(E[f(u)f(1-u)]=0\) and \(C=-p^2\). Hence

\[
R=1-\frac{p^2}{p(1-p)}=\frac{1-2p}{1-p}.
\]

At \(p=1/2\) exactly one member of each pair scores, and the noise vanishes. For a rare event, \(R\approx1-p\), and almost nothing is gained. Two independent numbers would seldom both score anyway, so forbidding it changes little. For \(p>1/2\), count the complementary event, which has the same variance ratio.

## The implant profile

Let the depth be Gaussian and generate it from one uniform number,

\[
x=R_p+\sigma z(u),\qquad R_p=100\ \text{nm},\quad \sigma=30\ \text{nm},
\]

where \(z(u)\) is the inverse of the standard normal distribution function. It increases with \(u\), and the symmetry of the Gaussian gives \(z(1-u)=-z(u)\). All comparisons below use \(N=10{,}000\) evaluated depths.

**Mean depth.** The deviation \(x-R_p\) is odd, so \(R=0\). The independent standard error is \(30/\sqrt{10000}=0.30\) nm, and the paired one is zero. Each pair averages to \(R_p\), a value that was put into the model. The perfect result reflects this built-in symmetry.

**Squared deviation.** The tally \((x-R_p)^2=\sigma^2z^2\), taken about the known mean, is even. For a standard Gaussian \(E[z^2]=1\), and integration by parts gives \(E[z^4]=3E[z^2]=3\). Hence

\[
V=\sigma^4(3-1)=2\sigma^4,\qquad
\sqrt{\frac VN}=\frac{\sqrt2\times900}{100}=12.7\ \text{nm}^2 .
\]

With \(R=2\), pairing multiplies this by \(\sqrt2\) and gives 18.0 nm². Relative to the expected value of 900 nm², the standard error rises from 1.4% to 2.0%.

**Deep fractions.** The fraction beyond 110 nm is \(p=0.3694\), so

\[
R=\frac{1-0.7388}{0.6306}=0.414 .
\]

The standard error falls from 0.00483 to 0.00311. Beyond 150 nm the fraction is only 0.0478, and \(R=0.950\). The standard error moves from 0.00213 to 0.00208. Both tallies are monotonic, but only the first gains much.

These ratios were tested by 20,000 repeated simulations of 100 evaluations each. They gave \(R=1.997\) for the squared deviation, 0.411 for the fraction beyond 110 nm and 0.954 for that beyond 150 nm. The scatter expected in such a ratio is about 1.5%.

## An honest error bar

The usual estimate divides the sample variance \(s^2\) of all \(N\) values by \(N\). Paired values violate the independence on which this rests. The average of \(s^2\) is \(N/(N-1)\) times the difference between \(V\) and the variance of the sample mean, which is \(RV/N\):

\[
E[s^2]=\frac{N}{N-1}\left(V-\frac{RV}{N}\right)
=V\,\frac{N-R}{N-1}.
\]

For large \(N\) this is close to \(V\), so the naive error variance is about \(V/N\) whatever the pairing has done. The true one is \(RV/N\). For an even tally the naive value is too small by a factor of two; for a tally with \(R<1\) it is too large.

The remedy is to treat each pair mean as one observation. The \(N/2\) pair means are independent, so their sample variance divided by \(N/2\) is an unbiased estimate of the error variance. In the simulated squared deviations, the naive estimate averaged 0.499 of the variance observed among the 20,000 run averages, and the pair-based estimate 1.009 of it. The observed variance itself has a sampling error of about 1%.

## A partner that suits the symmetric tally

The centred square can also profit from pairing, but it needs a different partner. Use

\[
u'=\left(u+\tfrac12\right)\ \text{modulo }1 .
\]

Define the folded variable \(w=|2u-1|\), which is again uniform on \((0,1)\). Then \((u-1/2)^2=w^2/4\), which is monotonic in \(w\). For \(u<1/2\), \(w=1-2u\) and \(w'=|2(u+\tfrac12)-1|=2u=1-w\). For \(u\ge1/2\), \(w=2u-1\) and \(w'=|2(u-\tfrac12)-1|=2-2u=1-w\). The half-shift is thus a mirror in the variable that matters. A constant factor does not affect \(R\), so the result for \(u^2\) applies and \(R=1/8\).

For the Gaussian implant, the squared deviation also increases with \(w\), so the half-shift must help. The computed ratio is \(R=0.561\), and the standard error becomes \(12.7\sqrt{0.561}=9.5\) nm², against 18.0 nm² with mirror pairs. The mean depth still gains: \(u\) and \(u'\) lie on opposite sides of \(1/2\), so their depth deviations have opposite signs, their product has a negative average, and \(R<1\). Numerically \(R=0.675\), so the standard error of the mean depth falls only from 0.30 to 0.25 nm. The perfect cancellation of the mirror is given up in exchange for a moderate gain in both tallies.

## How far the model carries over

The parameters are round values of a rough size suited to a shallow dopant implant into a semiconductor wafer; they do not describe a particular ion and target. Real profiles are generally skewed, and in crystals some ions can travel far along open channels. Both effects break the mirror symmetry. Joining half-Gaussians of width 36 nm on the shallow side and 24 nm on the deep side, with the mean kept at 100 nm, gives \(R=0.011\) for the mean depth and 1.92 for the squared deviation about the mean. Returning to the symmetric Gaussian and giving 5% of the ions an exponential tail of length 40 nm beyond 100 nm changes these ratios to 0.015 and 1.68. In these two cases the ideal values 0 and 2 shift, but the gain and the loss remain. Both sets of ratios assume that the whole distribution function is inverted with one uniform number. If one number chooses between the Gaussian and the tail and a second gives the depth, mirroring both gives about 0.09 and 1.48 instead. A longer tail weakens both effects: with 100 nm in place of 40 nm, the one-number ratios are 0.23 and 1.12.

Two further omissions are small for the values chosen here. The Gaussian places a fraction \(4.3\times10^{-4}\) of the ions above the surface. An anneal of 10 s with an illustrative constant diffusivity of 1 nm²/s, far from boundaries, adds \(2\times1\times10=20\) nm² to the depth variance. The straggle becomes \(\sqrt{920}=30.3\) nm, and the fraction beyond 150 nm rises from 0.0478 to 0.0496. If the annealed depth is again drawn from one uniform number, \(R\) for that fraction changes only from 0.950 to 0.948. A diffusivity ten times larger would raise the fraction to 0.066, and one a hundred times larger to 0.177. The broadening therefore need not be negligible in a hotter anneal, or where implant damage transiently enhances the diffusivity.

The model also uses only one random number per ion. A trajectory code uses many, and the final depth need not be monotonic in each of them. Even for the same Gaussian profile the ratios depend on how it is generated. With the two-number form \(z=\sqrt{-2\ln u_1}\cos(2\pi u_2)\) and both numbers mirrored, the outcome is reversed: \(R\approx1.58\) for the mean depth and \(R\approx0.77\) for the squared deviation. The relation \(R=1+C/V\) still holds if all the independent uniform numbers of a trajectory are mirrored together, because its derivation needs only that the two trajectories have the same distribution and that different pairs are independent. The split into even and odd parts carries over as well, with all the numbers reflected at once. For a trajectory, however, the sizes of the two parts are seldom known in advance. The ratio \(R\) can be estimated for each tally in a trial run: twice the sample variance of the pair means, divided by the sample variance of all values, approaches \(R\) as the number of pairs grows. Where the result lies clearly above 1, independent trajectories are, for that tally, the better use of the same number of evaluations. The numerical output below gives the values for the one-number model.

## Table of computed values

```
R = paired variance / independent variance (no unit)
(u-1/2)^2: mean, variance, covariance = 1/12 1/180 1/180
R exact: u, u^2, (u-1/2)^2 = 0 1/8 2
R simulated: u^2 0.122, (u-1/2)^2 2.017
R for (u-1/2)^2 with half-shift pairing = 1/8
R azimuth: cos 2.0, sin 0.0
500 monotonic ladders: largest R = 0.7739
500 shuffled ladders: share with R>1 = 0.424
Mean depth = 100 nm; straggle = 30 nm
Evaluations in worked example = 10000
Simulation check: 20000 runs of 100 evaluations
Standard errors below: independent, paired; then R, simulated R
mean depth: 0.30000, 0.00000 nm; 0.0000, 0.0000
fraction >110 nm: 0.00483, 0.00311 (no unit); 0.4141, 0.4114
fraction >150 nm: 0.00213, 0.00208 (no unit); 0.9498, 0.9538
squared deviation: 12.72792, 18.00000 nm^2; 2.0000, 1.9968
Fraction beyond 110 nm = 0.3694
Fraction beyond 150 nm = 0.0478
Expected squared deviation = 900.0 nm^2
Squared deviation, half-shift R = 0.5607, simulated 0.5659
Squared deviation: naive/true error variance = 0.499
Squared deviation: pair-based/true variance = 1.009
Gaussian fraction above surface = 4.29e-04
Skewed widths: shallow 36 nm, deep 24 nm; skewness -0.312
Skewed profile R: mean 0.0114, squared deviation 1.9160
Channelled fraction = 0.05; tail length = 40 nm
Channelled profile R: mean 0.0150, squared deviation 1.6781
Anneal: diffusivity 1.0 nm^2/s, time 10 s
Annealed straggle = 30.33 nm
Annealed fraction >150 nm = 0.0496; R = 0.9478
```
